The sign of isotropic A for ¹⁴N, ¹⁵N, ¹⁷O and ²⁹Si

**Problem**

A model nitrogen-containing radical with electron spin S = 1/2 tumbles rapidly in a dilute, mobile solution. Its EPR spectrum is recorded at the fixed microwave frequency ν = 9.5 GHz while the magnetic field B is swept. One magnetic nucleus is considered, the nitrogen. The spin density there is given the round value

ρ(0) = +0.13 a₀⁻³ = 8.773 × 10²⁹ m⁻³.

Here ρ(r) is the density of spin-up electrons minus that of spin-down electrons, taken in the state M_S = +1/2. It has a sign, and the positive sign at the nitrogen nucleus is part of the data.

The nuclear spins I and magnetic moments μ, in units of the nuclear magneton μ_N, are taken as input data of the problem:

¹⁴N: I = 1, μ = +0.4038
¹⁵N: I = 1/2, μ = −0.2832
¹⁷O: I = 5/2, μ = −1.894
²⁹Si: I = 1/2, μ = −0.5553

The conventions are as follows. The spins S and I are dimensionless. The electron moment is −g_e μ_B S with g_e = 2.0023 positive, and the nuclear moment is +g_n μ_N I, so that g_n = μ/(μ_N I) carries the sign of the moment. The electron g value of the radical is set equal to g_e. The Hamiltonian is

H = g_e μ_B B S_z − g_n μ_N B I_z + A I·S,

where A is an energy and A/h is its value as a frequency.

(a) Find A for ¹⁴N, with its sign, and the positions of the three lines.
(b) Replace ¹⁴N by ¹⁵N. Find the new A, the line spacing, the total spread and the order of the nuclear states along the field axis.
(c) Give the sign of A for ¹⁷O and ²⁹Si at positive spin density. What happens at negative density?
(d) Can the line positions of the doublet reveal the sign of A?

**First estimate by scaling**

The unpaired electron makes a magnetization of order μ_B ρ(0) near the nucleus, hence a field of order μ₀ μ_B ρ(0). A nuclear moment of order g_n μ_N in this field has the energy

A ~ μ₀ μ_B μ_N g_n ρ(0).

For ¹⁴N, g_n = 0.4038/1 = 0.4038, and

A ~ (1.2566 × 10⁻⁶)(9.274 × 10⁻²⁴)(5.051 × 10⁻²⁷)(0.4038)(8.773 × 10²⁹) J ≈ 2.09 × 10⁻²⁶ J.

Division by h gives about 31 MHz. Changing the field by δB changes the electron Zeeman energy by g_e μ_B δB, so the corresponding line spacing is

2.09 × 10⁻²⁶ J / (2.0023 × 9.274 × 10⁻²⁴ J/T) ≈ 1.1 mT.

The isotope change needs less information. The electron's field does not depend on which nitrogen isotope feels it, if the electron distribution stays the same. Only g_n changes. For ¹⁵N, g_n = −0.2832/(1/2) = −0.5664, so the estimate is

A(¹⁵N)/A(¹⁴N) = −0.5664/0.4038 = −1.403.

The spacing should grow to about 1.6 mT, and A should change sign. Scaling leaves open the numerical prefactor and the sign of A for either isotope taken alone.

**Solution: the field at the nucleus**

In the state M_S = +1/2 the density of magnetic moment along z is −g_e μ_B (1/2) ρ(r). In the state M_S = −1/2 the up and down densities are exchanged, and the magnetization reverses. Both cases are contained in

M_z(r) = −g_e μ_B M_S ρ(r).

Take first the part of ρ that is spherically symmetric about the nucleus; the rest is treated at the end. A magnetization is equivalent to the current density J = curl M. With M along z and dependent only on r,

J = ∇M_z × ẑ = (dM_z/dr) r̂ × ẑ = −(dM_z/dr) sin θ φ̂,

because r̂ × ẑ = −sin θ φ̂. The Biot–Savart law gives the field at the origin. The vector from the source point to the origin is −r, so

B(0) = (μ₀/4π) ∫ J × (−r̂)/r² d³r.

Now φ̂ × (−r̂) = −θ̂, and the z component of −θ̂ is +sin θ. The components perpendicular to z cancel in the integral over φ. With d³r = r² dr dΩ the factors r² cancel:

B_z(0) = (μ₀/4π) ∫ sin²θ dΩ ∫₀^∞ (−dM_z/dr) dr.

The angular integral is 2π × 4/3 = 8π/3. The radial integral is M_z(0), since the magnetization vanishes at infinity. Therefore

B_z(0) = (2/3) μ₀ M_z(0) = −(2/3) μ₀ g_e μ_B M_S ρ(0).

The radial profile has dropped out, and the value at the nucleus alone remains. Numerical integration of the Biot–Savart law for an exponential and a Gaussian profile confirms this. For M_S = +1/2 and the given density the field is −6.82 T. It is negative because the electron moment points opposite to the electron spin.

**The hyperfine constant and its sign**

The nuclear moment has the energy −g_n μ_N m_I B_z(0) in this field, where m_I is the eigenvalue of I_z. Inserting the field gives

E = −g_n μ_N m_I × [−(2/3) μ₀ g_e μ_B M_S ρ(0)]
= (2/3) μ₀ g_e μ_B g_n μ_N ρ(0) M_S m_I.

One minus sign comes from the negative electron charge, which sets the electron moment against its spin; the other comes from the energy of a moment in a field. They cancel. A spherical distribution has no preferred axis, so the same constant multiplies the x and y products, and the coupling is A I·S with

A = (2/3) μ₀ g_e μ_B g_n μ_N ρ(0).

All factors other than g_n and ρ(0) are positive. Hence

sign A = sign g_n × sign ρ(0).

The sign of A follows that of the nuclear g factor when the spin density at the nucleus is positive. For ¹⁴N it can be computed directly from the field:

A = −(0.4038)(5.051 × 10⁻²⁷ J/T)(−6.824 T)/(1/2) = +2.78 × 10⁻²⁶ J,

or A/h = +42.0 MHz.

**The ¹⁴N triplet**

Write x = g_e μ_B B and n = g_n μ_N B. With the raising and lowering operators, the coupling is

A I·S = A S_z I_z + (A/2)(S₊I₋ + S₋I₊).

The second part joins states whose energies differ by about x, which is near hν and much larger than |A|. To leading order it is dropped, and the energies are

E(M_S, m_I) = x M_S − n m_I + A M_S m_I.

The microwave transition changes M_S from −1/2 to +1/2 and leaves m_I alone. The nuclear Zeeman term cancels in the difference:

hν = x + A m_I, so B(m_I) = (hν − A m_I)/(g_e μ_B).

The centre is hν/(g_e μ_B) = 338.984 mT, and A/(g_e μ_B) = 1.499 mT. This puts the lines at 337.485, 338.984 and 340.483 mT for m_I = +1, 0 and −1. A positive A places m_I = +1 at low field: the coupling already supplies part of the energy hν, so less field is needed.

Diagonalization of the full Hamiltonian gives 337.481, 338.977 and 340.479 mT. The small downward shifts come from the part that was dropped. It couples (+1/2, m_I) to (−1/2, m_I + 1) and raises the upper state by

(A²/4x)[I(I+1) − m_I(m_I+1)].

It also couples (−1/2, m_I) to (+1/2, m_I − 1) and lowers the lower state by

(A²/4x)[I(I+1) − m_I(m_I−1)].

Here n and A have been neglected beside x in the denominators. The transition energy rises by the sum of the two amounts. The terms linear in m_I cancel, which leaves

(A²/2x)[I(I+1) − m_I²].

At fixed frequency the resonance field falls accordingly. In field units A²/2x becomes (1.499 mT)²/(2 × 339 mT) = 0.0033 mT. The bracket is 2 for the central line and 1 for the outer lines, so the shifts are 0.0066 and 0.0033 mT, in agreement with the diagonalization to about 0.001 mT. The outer lines move together, so their separation stays at 2.998 mT. The two gaps become slightly unequal, 1.496 and 1.502 mT.

**Conversion to the ¹⁵N doublet**

With ρ(0) unchanged, the ratio of the two constants is the ratio of the g factors:

A(¹⁵N) = (−0.5664/0.4038) A(¹⁴N) = −1.403 A(¹⁴N),

so A(¹⁵N)/h = −58.9 MHz. The spin I = 1/2 allows two lines. Their spacing is

1.403 × 1.499 mT = 2.103 mT,

and the diagonalization places them at 337.929 and 340.032 mT. The low-field line now belongs to m_I = −1/2, whereas in the triplet it belonged to the largest positive m_I. The negative sign of A reverses this assignment; the line positions themselves do not show it, as derived below.

The doublet has the wider spacing but the smaller total spread, 2.103 mT against 2.998 mT. The reason is that 2I intervals of size |A| make up the spread:

2I|A| ∝ 2I|g_n| = 2|μ|/μ_N.

The spread therefore scales with the moments themselves, whose ratio is −0.2832/0.4038 = −0.701 in sign and size, while A scales with moment divided by spin. Using the ratio of moments to convert A would give half the correct size, since the two spins differ by a factor of two.

The line strengths also change. Each nuclear state has practically the same population when the nuclear and hyperfine energies are far below the thermal energy. The total strength is then shared among 2I + 1 equal lines: one third each for ¹⁴N and one half each for ¹⁵N. For equal numbers of radicals and equal line shapes and widths, a doublet line is 3/2 times as high as a triplet line.

The conversion assumes that the two isotopes have the same spin density, including its average over the vibrations, and that the nucleus can be treated as a point. A heavier nucleus vibrates with a smaller amplitude, and real nuclei have finite magnetic distributions. Corrections from these two sources lie outside the model.

**Signs for oxygen and silicon**

For ¹⁷O, g_n = −1.894/(5/2) = −0.7576. For ²⁹Si, g_n = −0.5553/(1/2) = −1.1106. If the same density of +0.13 a₀⁻³ is assigned to each nucleus in turn, the results are:

¹⁴N: A positive, +42.0 MHz
¹⁵N: A negative, −58.9 MHz
¹⁷O: A negative, −78.8 MHz
²⁹Si: A negative, −115.5 MHz

The common density serves to compare signs and sizes; it is not a prediction for any oxygen or silicon radical. The moment of ¹⁷O is more than three times that of ²⁹Si in size, yet its |A| is smaller, because the moment is divided by I = 5/2 instead of 1/2.

At negative spin density every sign in the list reverses and the sizes stay the same. A negative A for ¹⁷O is thus evidence for positive density at the oxygen nucleus, while a negative A for ¹⁴N is evidence for negative density at the nitrogen nucleus. The sign of A has to be divided by the sign of g_n before it says anything about the electrons.

The density meant here is the one at the nucleus. A p orbital vanishes at its own nucleus, so a positive spin population in such an orbital does not by itself settle the sign of ρ(0).

**What the doublet positions can tell**

For I = 1/2 the Hamiltonian can be solved without approximation. The states (+1/2, +1/2) and (−1/2, −1/2) are not mixed with any other, and their energies are

E₊₊ = x/2 − n/2 + A/4,
E₋₋ = −x/2 + n/2 + A/4.

The remaining two states have diagonal energies −A/4 ± (x + n)/2 and are coupled by A/2. With R = √[(x + n)² + A²], their energies are

E₊₋ = −A/4 + R/2,
E₋₊ = −A/4 − R/2,

labelled by the dominant state. The two transition energies follow by subtraction:

m_I = +1/2: E₊₊ − E₋₊ = x/2 − n/2 + R/2 + A/2,
m_I = −1/2: E₊₋ − E₋₋ = x/2 − n/2 + R/2 − A/2.

R contains A². Replacing A by −A exchanges the two expressions and does nothing else. A therefore enters the pair of line positions only through its size |A|, and the answer to (d) is no. The labels m_I change places, but the position of a line does not tell which m_I it belongs to.

The sign shows in the splitting between the two nuclear states at fixed M_S. To leading order this is |A M_S − n|. For ¹⁵N at the centre field,

n/h = (−0.5664)(5.051 × 10⁻²⁷ J/T)(0.33898 T)/h = −1.46 MHz.

With A/h = −58.92 MHz the splittings are

M_S = +1/2: |−29.46 + 1.46| = 28.00 MHz,
M_S = −1/2: |+29.46 + 1.46| = 30.92 MHz.

Diagonalization gives 28.09 and 30.83 MHz. The differences of 0.09 MHz equal A²/(4hν) in frequency units, the second-order repulsion of the two mixed states. If A is reversed at fixed g_n, the same two values appear with the M_S labels exchanged. The two frequencies alone are again insufficient; an experiment must also establish which electron state each one belongs to.

The field picture explains the pattern. At positive density the electron's field is −6.82 T for M_S = +1/2 and opposes the applied 0.34 T; for M_S = −1/2 it adds to it. The larger splitting then belongs to M_S = −1/2, whatever the sign of g_n, because g_n multiplies the total field as a common factor. The assignment therefore tests the sign of ρ(0), and the known sign of g_n converts it into the sign of A. This is safe as long as the second-order shift A²/(4hν) is smaller than |n|; here the two are 0.09 and 1.46 MHz in frequency units. For a much larger coupling and a negative g_n, the shift can reverse the order of the two splittings.

**When the molecule does not tumble**

The non-spherical part of the spin density adds a dipolar coupling. For two moments at separation r, its diagonal element along axis k is

T_kk = (μ₀/4π) g_e μ_B g_n μ_N ⟨(3n_k² − 1)/r³⟩,

where n_k is the component of r̂ along k and the average is taken over ρ. For one unpaired electron in a p_z orbital the angular density is 3cos²θ/4π. Then ⟨n_z²⟩ = 3/5 and ⟨n_x²⟩ = ⟨n_y²⟩ = 1/5, so the angular factors are

along z: 3 × 3/5 − 1 = +4/5,
along x or y: 3 × 1/5 − 1 = −2/5.

The sum over the three axes, 4/5 − 2/5 − 2/5, is zero. This holds for any non-spherical density, because n_x² + n_y² + n_z² = 1 makes the three factors 3n_k² − 1 add to zero in every direction. Fast tumbling replaces the coupling by the mean of the three diagonal elements and so removes this part. In a frozen sample it remains. When the axes k are the principal axes of the dipolar coupling, on which its off-diagonal elements vanish, the principal values of the whole coupling are A + T_kk. For the p_z orbital x, y and z are such axes. These can have either sign even when ρ is positive everywhere, so the sign rule for A does not apply to them one by one. The isotope ratio still does: g_n is a common factor of A and T_kk, and every principal value is multiplied by −1.403 on going from ¹⁴N to ¹⁵N.

**Comparison of estimate and solution**

The scaling estimate for ¹⁴N was 31 MHz, against 42.0 MHz from the solution. The missing factor is (2/3)g_e = 1.335: the 2/3 comes from the angular integral in the Biot–Savart law, and g_e from the size of the electron moment. The estimated spacings of 1.1 and 1.6 mT are too small by the same factor; the solution gives 1.50 and 2.10 mT.

The estimated ratio of −1.403 needs no correction within the model, because the missing factor is common to both isotopes. The mean spacing of a measured triplet, half the distance between its outer lines, can therefore be converted directly, without knowing ρ(0); either single gap is changed by the difference between the second-order shifts of the central and outer lines. With the mean spacing the diagonalized spectra give a ratio of 1.4027, equal to the ratio of |g_n| to the digits shown. The second-order shifts do not spoil it, since at that order they displace the outer lines of each pattern equally.

The sign of each A separately required the full chain: the direction of the electron moment, the direction of its field at the nucleus, and the sign of ρ(0). The first two are fixed by the physics of the contact interaction. The third is a property of the radical, and here it was given. The values used are collected in the numerical output below.

Numbers as computed

```
g_e = 2.002319
mu0 = 1.256637e-06 N/A^2
mu_B = 9.274010e-24 J/T
mu_N = 5.050784e-27 J/T
h = 6.626070e-34 J s
a0 = 5.291772e-11 m
input spin density = 0.13 a0^-3
input spin density = 8.7728e+29 m^-3
input microwave frequency = 9.5 GHz
14N: I = 1.0, moment = +0.4038 mu_N, g_n = +0.4038
15N: I = 0.5, moment = -0.2832 mu_N, g_n = -0.5664
17O: I = 2.5, moment = -1.8940 mu_N, g_n = -0.7576
29Si: I = 0.5, moment = -0.5553 mu_N, g_n = -1.1106
g_n ratio 15N/14N = -1.4027
moment ratio 15N/14N = -0.7013
contact field at nucleus, M_S=+1/2: -6.824 T
A(14N) = 2.7835e-26 J
A(14N)/h at rho > 0: +42.01 MHz, positive
A(15N)/h at rho > 0: -58.92 MHz, negative
A(17O)/h at rho > 0: -78.81 MHz, negative
A(29Si)/h at rho > 0: -115.54 MHz, negative
A(14N)/h at rho < 0: -42.01 MHz
A(15N)/h at rho < 0: +58.92 MHz
A(17O)/h at rho < 0: +78.81 MHz
A(29Si)/h at rho < 0: +115.54 MHz
centre field h nu/(g_e mu_B) = 338.984 mT
14N line m_I = +1.0: 337.481 mT, share 0.333
14N line m_I = +0.0: 338.977 mT, share 0.333
14N line m_I = -1.0: 340.479 mT, share 0.333
14N mean spacing = 1.499 mT
14N total spread = 2.998 mT
15N line m_I = +0.5: 340.032 mT, share 0.500
15N line m_I = -0.5: 337.929 mT, share 0.500
15N mean spacing = 2.103 mT
15N total spread = 2.103 mT
spacing ratio 15N/14N = 1.4027
spread ratio 15N/14N = 0.7013
15N line shift on reversing A: below 1e-6 mT: True
15N nuclear splitting, A < 0, M_S=+1/2: 28.09 MHz
15N nuclear splitting, A < 0, M_S=-1/2: 30.83 MHz
15N nuclear splitting, A > 0, M_S=+1/2: 30.83 MHz
15N nuclear splitting, A > 0, M_S=-1/2: 28.09 MHz
p-orbital dipolar factor along axis = +0.800
p-orbital dipolar factor across axis = -0.400
```
